# Why Any Repulsion Makes a Half-Filled Sawtooth Flat Band Ferromagnetic

## The model

The sawtooth chain is a row of triangles joined at their base corners. Take a ring of $L\ge 3$ triangles. Triangle $j$ has base sites $A_j$ and $A_{j+1}$ and an apex $B_j$, with $A_{L+1}=A_1$. The operators $a_{j\sigma}$ and $u_{j\sigma}$ remove an electron of spin $\sigma$ from $A_j$ and $B_j$, and $c_{x\sigma}$ denotes either kind when $x$ runs over all $2L$ sites. The Hamiltonian is $H=H_{\rm hop}+H_{\rm int}$, with

$$
H_{\rm hop}=t\sum_{j\sigma}\Big[a^\dagger_{j\sigma}a_{j+1,\sigma}+\lambda\,(a^\dagger_{j\sigma}+a^\dagger_{j+1,\sigma})u_{j\sigma}+{\rm h.c.}\Big]+2t\sum_{x\sigma}n_{x\sigma},
$$

$$
H_{\rm int}=U\sum_x n_{x\uparrow}n_{x\downarrow},\qquad t>0,\quad \lambda=\sqrt2 .
$$

The uniform site energy $2t$ only fixes the zero of energy. The plus sign of the hopping matters: with it, the flat band is the lower one. Energies are given in units of $t$, since the claim concerns a lattice model and no particular material.

The lower band has $L$ orbitals and room for $2L$ electrons. Half filling of that band means $N=L$ electrons, which is a quarter of the capacity of the whole lattice. The claim is that for every $U>0$ the ground states are the $L+1$ members of the multiplet with total spin $S=L/2$, and no others.

## The hopping is a sum of squares

Define one operator per triangle, $b_{j\sigma}=a_{j\sigma}+a_{j+1,\sigma}+\lambda u_{j\sigma}$. Multiplying out, with the spin index suppressed,

$$
b_j^\dagger b_j=n_{A_j}+n_{A_{j+1}}+\lambda^2 n_{B_j}+\big[a_j^\dagger a_{j+1}+\lambda(a_j^\dagger+a_{j+1}^\dagger)u_j+{\rm h.c.}\big].
$$

In the sum over $j$ each base site appears in two triangles and so receives site energy $2$. Each apex receives $\lambda^2=2$. Therefore

$$
H_{\rm hop}=t\sum_{j\sigma}b^\dagger_{j\sigma}b_{j\sigma}\ \ge 0 .
$$

For one electron this operator is $t\sum_j|b_j\rangle\langle b_j|$, where $|b_j\rangle=b_j^\dagger|0\rangle$. Its nonzero eigenvalues are those of $t$ times the overlap matrix $\langle b_i|b_j\rangle$, which has $1+1+\lambda^2=4$ on the diagonal and $1$ between neighbours, because neighbouring triangles share one base site. Plane waves diagonalize it:

$$
\varepsilon_+(k)=t\,(4+2\cos k)\ \ge 2t .
$$

These are $L$ positive levels. The other $L$ of the $2L$ levels are zero and form the flat band. It is spanned by the V-shaped orbitals

$$
\alpha^\dagger_{j\sigma}=\lambda a^\dagger_{j\sigma}-u^\dagger_{j-1,\sigma}-u^\dagger_{j\sigma}.
$$

Only triangles $j-1$ and $j$ touch this orbital. For each of them the base contributes $\lambda$ to the anticommutator $\{b,\alpha_j^\dagger\}$ and the apex contributes $\lambda\cdot(-1)$, so the sum vanishes. An electron in $\alpha_j$ cannot leave, because its hopping amplitudes cancel by interference. The $L$ orbitals are linearly independent, since $A_j$ belongs to $\alpha_j$ alone. They are not orthogonal: $\alpha_j$ and $\alpha_{j+1}$ share the apex $B_j$. Repulsion on that shared apex will align the spins.

## Why double occupancy must vanish

The interaction is also a sum of squares. Moving $c_{x\uparrow}$ past the two spin-down operators costs two sign changes, so

$$
n_{x\uparrow}n_{x\downarrow}=c^\dagger_{x\uparrow}c_{x\uparrow}c^\dagger_{x\downarrow}c_{x\downarrow}=c^\dagger_{x\uparrow}c^\dagger_{x\downarrow}c_{x\downarrow}c_{x\uparrow}=(c_{x\downarrow}c_{x\uparrow})^\dagger(c_{x\downarrow}c_{x\uparrow}).
$$

For any normalized state $\Phi$ the energy is thus

$$
\langle H\rangle=t\sum_{j\sigma}\|b_{j\sigma}\Phi\|^2+U\sum_x\|c_{x\downarrow}c_{x\uparrow}\Phi\|^2\ \ge 0 .
$$

The bound is reached. Put one spin-up electron in each $\alpha_j$: the hopping energy is zero because all electrons are in the flat band, and the repulsion is zero because there are no spin-down electrons. The ground energy is therefore $0$, and a sum of non-negative terms equals zero only if each term does. Every ground state obeys

$$
b_{j\sigma}\Phi=0,\qquad c_{x\downarrow}c_{x\uparrow}\Phi=0\quad\text{for all } j,\sigma,x .
$$

The second condition says that no site is ever doubly occupied. The size of $U$ has dropped out; only its sign was used. This is unlike the usual contest between kinetic and interaction energy, in which aligning spins pushes electrons into higher levels. Here the extra levels that aligned electrons must occupy lie in the flat band and cost nothing.

## Why no double occupancy means full alignment

The condition $b_{j\sigma}\Phi=0$ gives $\Phi$ zero hopping energy. Since each upper-band electron would cost at least $2t$, all electrons are in the flat band, and $\Phi$ can be expanded in products of the $\alpha^\dagger$:

$$
\Phi=\sum_{P,Q}g(P,Q)\prod_{i\in P}\alpha^\dagger_{i\uparrow}\prod_{i\in Q}\alpha^\dagger_{i\downarrow}|0\rangle,\qquad |P|+|Q|=L .
$$

**Base sites.** Because $\{a_{j\sigma},\alpha^\dagger_{i\sigma'}\}=\lambda\,\delta_{ij}\delta_{\sigma\sigma'}$, the pair $a_{j\downarrow}a_{j\uparrow}$ keeps just the terms in which $\alpha_j$ holds both spins. It multiplies them by $\pm\lambda^2$ and removes both electrons. The products that remain are linearly independent, so the result vanishes only if $g(P,Q)=0$ whenever $j$ lies in both $P$ and $Q$. No orbital is doubly filled. With $L$ electrons in $L$ orbitals, each then holds one electron, and only the spins $s_j$ are free:

$$
\Phi=\sum_{s}C(s_1,\dots,s_L)\,\alpha^\dagger_{1s_1}\alpha^\dagger_{2s_2}\cdots\alpha^\dagger_{Ls_L}|0\rangle .
$$

These are $2^L$ states.

**Apex sites.** Take $j<L$, so that $\alpha^\dagger_j$ and $\alpha^\dagger_{j+1}$ stand side by side. They are the only orbitals reaching $B_j$, both with amplitude $-1$. The pair $u_{j\downarrow}u_{j\uparrow}$ passes all other creation operators without a sign, since it contains two operators. On the two antiparallel arrangements it gives

$$
u_{j\downarrow}u_{j\uparrow}\,\alpha^\dagger_{j\uparrow}\alpha^\dagger_{j+1,\downarrow}\to(-1)(-1)=+1,
$$

$$
u_{j\downarrow}u_{j\uparrow}\,\alpha^\dagger_{j\downarrow}\alpha^\dagger_{j+1,\uparrow}\to-(-1)(-1)=-1 .
$$

The extra minus sign in the second line comes from moving $u_{j\uparrow}$ past $\alpha^\dagger_{j\downarrow}$. Parallel spins give zero. The two arrangements leave the same remaining product, so their coefficients must cancel:

$$
C(\dots,\uparrow_j,\downarrow_{j+1},\dots)=C(\dots,\downarrow_j,\uparrow_{j+1},\dots).
$$

In words, two neighbouring electrons in a singlet have a symmetric spatial state and can meet on the shared apex. In a triplet the spatial state is antisymmetric, and they cannot.

Exchanges of neighbours turn any spin pattern into any other with the same number of up spins. Hence $C$ depends on that number alone, and there is at most one ground state for each of the $L+1$ values of $S^z$. Conversely, $H$ commutes with the total spin, so lowering the fully polarized state step by step produces $L+1$ states of energy zero. The two counts agree, which proves the claim.

## The argument taken apart for four triangles

A ring with $L=4$ has 8 sites and 4 electrons, and its Hamiltonian can be diagonalized fully. Switching the repulsion on by type of site shows what each condition does. The number of zero-energy states is as follows.

- With no repulsion it is 70, the number of ways $\binom{8}{4}$ to put 4 electrons into 8 flat-band spin orbitals.
- With $U=t$ on base sites alone it is $16=2^4$: each orbital is singly filled and its spin is free.
- With $U=t$ everywhere except on two opposite apexes it is 9. The orbitals fall into two linked pairs, each with spin 1, and $3\times3=9$.
- With $U=t$ everywhere except on one apex it is 5. An open row of links still connects all orbitals, and the proof used only the $L-1$ links with $j<L$.
- With $U=t$ on all sites it is 5, one state for each $S^z$.

With uniform repulsion the count stays at 5 for $U/t=0.001$, $0.1$, $1$, $10$ and $100$. At the weakest of these the ground state with $S^z=0$ has total spin $2.000$, no double occupancy to within rounding error, and unit overlap with the state built from equal coefficients $C$.

## What the size of $U$ does control

The strength of the repulsion does not select the ground state, but it sets the cost of leaving it. Let $\Delta(U)$ be the gap between the ground energy and the next level, with $N=L$ held fixed. Restrict the trial states to the flat band, where the hopping energy is zero. The variational principle for the second-lowest level then gives

$$
\Delta(U)\le s\,U,
$$

where $s$ is the lowest nonzero eigenvalue of $\sum_x n_{x\uparrow}n_{x\downarrow}$ projected on the flat band. For $L=4$, $s=0.1149$. As $U\to0$ the bound becomes an equality, by first-order perturbation theory: at $U=0.001t$ the computed $\Delta/U$ is $0.1149$.

At large $U$ a different bound takes over. Trial states without double occupancy have an energy independent of $U$, so the gap cannot grow without limit. The electrons avoid each other by mixing in the upper band and pay in hopping energy instead. The computed gap is $0.092t$ at $U=t$, $0.313t$ at $U=10t$ and $0.405t$ at $U=100t$. The linear law would give $0.1149\times10\,t=1.15t$ at $U=10t$, about 3.7 times the computed gap.

The gap also depends on the length of the ring. With $U=4t$ held fixed it is $0.225t$, $0.156t$ and $0.113t$ for $L=4$, 5 and 6, and in each case the first excited state has spin $L/2-1$. The proof fixes the ground states of every finite ring. It promises no gap that survives as $L\to\infty$, and it says nothing about order at nonzero temperature.

## Where "any positive $U$" fails

**The band is not flat.** Let $\lambda$ differ from $\sqrt2$, with the base hopping and all site energies held fixed. In momentum space the one-electron problem is a $2\times2$ matrix with diagonal entries $t(2+2\cos k)$ and $2t$ and an off-diagonal entry of modulus $2\lambda t|\cos(k/2)|$. For $L=4$ the lower levels are

$$
\varepsilon_-(0)=t\big(3-\sqrt{1+4\lambda^2}\big),\qquad \varepsilon_-(\pm\tfrac{\pi}{2})=t(2-\sqrt2\,\lambda),\qquad \varepsilon_-(\pi)=0 .
$$

For $\lambda=1.40$, about 1% below $\sqrt2$, these are $0.0268t$, $0.0201t$ and $0$, so the bandwidth is $W=0.0268t$. The polarized state fills all four levels once. At $U=0$ it is better to move the electron at $k=0$ to $k=\pi$ with its spin reversed, which gains exactly $W$. At $U=0.01t$ the true ground state still lies $0.0218t$ below the polarized one, so repulsion has taken back $0.026786t-0.021845t=0.004941t$, or about $0.494\,U$.

As $U$ rises, the lowest energy never falls, because its slope is the number of doubly occupied sites. The polarized energy stays constant. Once the two meet they stay equal, so a ring has at most one threshold, and the two rings computed here each have one. The lowest energy is also a concave function of $U$, so extending the straight line from the two points above gives a lower bound on the threshold, $0.026786t/0.494\approx0.054t$. The computed value is $0.059t$. For $\lambda=1.38$ the bandwidth is $0.064t$ and the threshold $0.143t$. In both cases the threshold is about $2.2\,W$. This figure belongs to these two small detunings below $\sqrt2$ on the four-triangle ring. The ratio is larger for $\lambda$ above $\sqrt2$, and it need not hold for rings of other length.

**The filling is different.** For $N>L$ some orbital must be doubly filled if all electrons stay in the flat band. The base-site condition then cannot be met, the ground energy is positive, and the argument is silent. For $N<L$ zero energy is still reached, but empty orbitals can cut the chain of exchange links. With two empty orbitals that are not neighbours, the occupied ones form two separate groups whose spins are independent, so ground states of lower total spin appear beside the polarized ones.

**The repulsion is absent on some sites.** The count of 9 above shows that two silent apexes are enough to lose the unique multiplet, although the band is still perfectly flat. Flatness makes alignment free of cost. Repulsion makes it necessary: in the proof, repulsion on the base sites keeps two electrons out of the same orbital, and repulsion on the shared apexes links the spins of neighbours. The proof shows that these conditions suffice, not that every base site must repel, since a doubly filled orbital also puts two electrons on its apexes. The numerical output below lists the values for the detuned band and for the missing repulsion; the other fillings rest on the argument alone.

## Computed values

```
Triangles L, sites, electrons: 4 8 4
Flat-band width (t): 1.9e-15
Gap to upper band (t): 2.000000
Top of upper band (t): 6.000000
Zero-energy states, L=4: total, then by number of up spins 0..4
  no repulsion: 70, [1, 16, 36, 16, 1]
  U=t on base sites only: 16, [1, 4, 6, 4, 1]
  U=t except on two opposite apexes: 9, [1, 2, 3, 2, 1]
  U=t except on one apex: 5, [1, 1, 1, 1, 1]
  U=t on all sites: 5, [1, 1, 1, 1, 1]
Gap slope from projected repulsion, L=4 (gap/U): 0.114934
L=4 scan: U (t), ground states, gap (t), gap/U
  0.001, 5, 0.000115, 0.114906
    ground spin: 2.000000
    ground doubly occupied sites: 3.7e-24
    first excited, same quantity: 0.114878
    overlap with symmetric state: 1.0000000000
  0.1, 5, 0.011219, 0.112187
  1, 5, 0.091909, 0.091909
  10, 5, 0.313243, 0.031324
  100, 5, 0.404847, 0.004048
Rings at U = 4t: L, dimension, E0 (t), S0, gap (t), S of first excited
  4, 784, 3.6e-14, 2.0000, 0.225239, 1.0000
  5, 5400, 3.2e-14, 2.5000, 0.155746, 1.5000
  6, 48400, 2.5e-14, 3.0000, 0.112745, 2.0000
Detuned L=4 ring: lam, bandwidth (t), E0-E_polarized at U=0.01t (t), threshold U (t)
  1.40, 0.026786, -0.021845, 0.059
  1.38, 0.064425, -0.059451, 0.143
```
